# Conservative Composition Updates and Fluence-Step Error in Binary-Collision Implantation: a program that tests the result

```python
# Dynamic binary-collision implantation in a layered planar target.
# Result under test: adding ions, moving recoils and relaxing thickness
# conserves each species, and the fluence-step error falls with the step.
# content[j, i]: atoms/nm^2 of species j (0 ion, 1 target) in layer i.
# flow[j, o, d]: atoms/nm^2 moved; o=0 is the beam, o=i+1 is layer i;
# d=0 is vacuum, d=i+1 is layer i, and the last d is the deep bulk.
# Lengths are in nm, energies in eV, masses in u, fluence in ions/nm^2.
import numpy as np
from scipy.integrate import solve_ivp

MASS = np.array([30.0, 60.0])
VOLUME = np.array([0.02, 0.0125])
STRENGTH = 0.5          # A in V(r) = A/r^2, eV nm^2
E_BEAM = 500.0
BINDING = 4.0           # surface barrier and lower energy cutoff
E_DISPLACE = 20.0       # threshold for a lasting change of site
LAYER = 0.5
DEPTH = 20.0
FLUENCE = 160.0
HISTORIES = 1600


def scatter(energy, mu, m1, m2, impact, cos_phi):
    """Energy transfer and new normal cosines of projectile and recoil."""
    e_cm = energy * m2 / (m1 + m2)
    theta = np.pi * (1 - impact / np.sqrt(impact**2 + STRENGTH / e_cm))
    half_sin = np.sin(theta / 2)
    transfer = 4 * m1 * m2 / (m1 + m2)**2 * energy * half_sin**2
    cos_t = np.cos(theta)
    norm = np.sqrt(np.maximum(m1**2 + m2**2 + 2*m1*m2*cos_t, 1e-24))
    perp = np.sqrt(np.maximum(1 - mu**2, 0))
    mu1 = (mu * (m1 + m2*cos_t) + perp*m2*np.sin(theta)*cos_phi) / norm
    mu2 = mu * half_sin - perp * np.cos(theta / 2) * cos_phi
    return transfer, np.clip(mu1, -1, 1), np.clip(mu2, -1, 1)


def cascade_flow(content, n_ions, weight, rng):
    """Follow all cascades in the frozen target and tally their moves."""
    height = VOLUME @ content
    edges = np.r_[0.0, np.cumsum(height)]
    total = content.sum(axis=0)
    path = np.cbrt(height / total)
    ion_share = content[0] / total
    n = height.size
    codes = []

    def record(species, origin, destination):
        codes.append((species*(n + 1) + origin + 1)*(n + 2)
                     + destination + 1)

    spec = np.zeros(n_ions, dtype=int)
    origin = np.full(n_ions, -1)
    energy = np.full(n_ions, E_BEAM)
    depth = np.zeros(n_ions)
    mu = np.ones(n_ions)
    mobile = np.ones(n_ions, dtype=bool)
    flight = rng.random(n_ions)     # random phase of the first flight
    while energy.size:
        layer = np.clip(np.searchsorted(edges, depth, "right") - 1, 0, n-1)
        lam = path[layer]
        depth = depth + flight * lam * mu
        flight = 1.0
        outside = depth < 0
        left = outside & (energy * mu**2 > BINDING)
        through = depth >= edges[-1]
        turned = outside & ~left
        depth = np.where(turned, -depth, depth)
        mu = np.where(turned, -mu, mu)
        record(spec[left], origin[left], -1)
        record(spec[through], origin[through], n)
        stay = ~(left | through)
        spec, origin, energy, depth, mu, mobile, lam = (
            q[stay] for q in (spec, origin, energy, depth, mu, mobile, lam))
        count = energy.size
        if count == 0:
            break
        layer = np.searchsorted(edges, depth, "right") - 1
        partner = (rng.random(count) >= ion_share[layer]).astype(int)
        impact = lam * np.sqrt(rng.random(count) / np.pi)
        cos_phi = np.cos(2 * np.pi * rng.random(count))
        transfer, mu1, mu2 = scatter(energy, mu, MASS[spec],
                                     MASS[partner], impact, cos_phi)
        energy = energy - transfer
        rest = energy < BINDING
        settled = rest & mobile
        record(spec[settled], origin[settled], layer[settled])
        alive = ~rest
        hit = transfer > BINDING
        spec = np.r_[spec[alive], partner[hit]]
        origin = np.r_[origin[alive], layer[hit]]
        energy = np.r_[energy[alive], transfer[hit]]
        depth = np.r_[depth[alive], depth[hit]]
        mu = np.r_[mu1[alive], mu2[hit]]
        mobile = np.r_[mobile[alive], transfer[hit] > E_DISPLACE]
    tally = np.bincount(np.concatenate(codes),
                        minlength=2 * (n + 1) * (n + 2))
    return weight * tally.reshape(2, n + 1, n + 2)


def update(content, flow, empty_sites=True):
    """Apply a flow table; return content, exits and load indicators."""
    moved = np.array(flow[:, 1:, :], dtype=float)
    index = np.arange(content.shape[1])
    moved[:, index, index + 1] = 0
    wanted = moved.sum(axis=2)
    share = np.minimum(1, content / np.maximum(wanted, 1e-300))
    moved *= share[:, :, None]
    vacated = moved.sum(axis=2)
    new = content + flow[:, 0, 1:-1] + moved[:, :, 1:-1].sum(axis=1)
    if empty_sites:
        new = new - vacated
    exits = {"sputtered": moved[:, :, 0].sum(axis=1),
             "reflected": flow[:, 0, 0],
             "through": moved[:, :, -1].sum(axis=1) + flow[:, 0, -1]}
    load = np.max(wanted.sum(axis=0) / content.sum(axis=0))
    return new, exits, load, wanted.sum(), (wanted - vacated).sum()


def regrid(content, volume, target_height):
    """Merge thin layers and split thick ones without losing atoms."""
    layers = list(content.T)
    i = 0
    while i < len(layers):
        height = volume @ layers[i]
        if height < 0.5 * target_height and len(layers) > 1:
            first = i if i + 1 < len(layers) else i - 1
            layers[first] = layers[first] + layers[first + 1]
            del layers[first + 1]
            i = first
        elif height > 1.5 * target_height:
            layers[i:i + 1] = [layers[i] / 2, layers[i] / 2]
        else:
            i += 1
    return np.array(layers).T


def clean_target(depth, height):
    n = int(round(depth / height))
    return np.vstack([np.zeros(n), np.full(n, height / VOLUME[1])])


def irradiate(n_steps, seed):
    rng = np.random.default_rng(seed)
    content = clean_target(DEPTH, LAYER)
    start = content.sum(axis=1)
    sums = {k: np.zeros(2) for k in ("sputtered", "reflected", "through")}
    emitted, loads = [], []
    wanted_all = withheld_all = 0.0
    batch = HISTORIES // n_steps
    for _ in range(n_steps):
        flow = cascade_flow(content, batch, FLUENCE / HISTORIES, rng)
        content, exits, load, wanted, withheld = update(content, flow)
        assert content.min() > -1e-9
        content = regrid(content, VOLUME, LAYER)
        for key in sums:
            sums[key] += exits[key]
        emitted.append(exits["sputtered"][0] + exits["reflected"][0])
        loads.append(load)
        wanted_all += wanted
        withheld_all += withheld
    gain = np.array([FLUENCE, 0.0]) - sum(sums.values())
    error = np.max(np.abs(content.sum(axis=1) - start - gain))
    shift = (VOLUME @ content).sum() - DEPTH
    assert error < 1e-8
    assert abs(shift - VOLUME @ gain) < 1e-8
    return dict(content=content, sums=sums, error=error, shift=shift,
                retained=content[0].sum(), emitted=np.array(emitted),
                load=max(loads), withheld=withheld_all / wanted_all)


# Scattering angle: Newton's equation against the closed formula.
e_rel, p_test, far = 100.0, 0.05, 10.0
speed = np.sqrt(2 * e_rel)


def relative_motion(t, y):
    r4 = (y[0]**2 + y[1]**2)**2
    return [y[2], y[3], 2*STRENGTH*y[0]/r4, 2*STRENGTH*y[1]/r4]


orbit = solve_ivp(relative_motion, (0, 2 * far / speed),
                  [-far, p_test, speed, 0], method="DOP853",
                  rtol=1e-9, atol=1e-11, max_step=0.05 / speed)
angle_orbit = np.arctan2(orbit.y[3, -1], orbit.y[2, -1])
angle_formula = np.pi * (1 - p_test / np.sqrt(p_test**2 + STRENGTH/e_rel))
assert abs(angle_orbit - angle_formula) < 1e-3

# Normal momentum before and after random collisions.
rng = np.random.default_rng(5)
e_in, mu_in = rng.uniform(5, 500, 1000), rng.uniform(-1, 1, 1000)
given, mu_a, mu_b = scatter(e_in, mu_in, 30.0, 60.0,
                            rng.uniform(0.001, 0.13, 1000),
                            rng.uniform(-1, 1, 1000))
momentum_error = np.max(np.abs(
    np.sqrt(30*e_in)*mu_in - np.sqrt(30*(e_in - given))*mu_a
    - np.sqrt(60*given)*mu_b))
assert momentum_error < 1e-8


# Smooth range density f(x) = x exp(-x/b)/b^2 for deterministic tests.
RANGE_B = 1.0


def range_cdf(x):
    return 1 - (1 + x / RANGE_B) * np.exp(-x / RANGE_B)


def beam_flow(content, volume, dphi):
    edges = np.r_[0.0, np.cumsum(volume @ content)]
    n = content.shape[1]
    flow = np.zeros((2, n + 1, n + 2))
    flow[0, 0, 1:-1] = dphi * np.diff(range_cdf(edges))
    flow[0, 0, -1] = dphi * (1 - range_cdf(edges[-1]))
    return flow


# Step order with ion supply, layer exchange and thickness feedback.
hop, phi_order = 0.02, 40.0
initial = clean_target(6.0, 0.5)


def layer_rate(phi, flat):
    a = flat.reshape(2, -1)
    rate = hop / 2 * np.diff(np.pad(a, ((0, 0), (1, 1))), 2, axis=1)
    rate[0] += np.diff(range_cdf(np.r_[0.0, np.cumsum(VOLUME @ a)]))
    return rate.ravel()


reference = solve_ivp(layer_rate, (0, phi_order), initial.ravel(),
                      method="DOP853", rtol=1e-10,
                      atol=1e-10).y[:, -1].reshape(2, -1)
order_steps, order_errors = [20, 40, 80], []
for n_steps in order_steps:
    a, dphi = initial.copy(), phi_order / n_steps
    for _ in range(n_steps):
        flow = beam_flow(a, VOLUME, dphi)
        for i in range(a.shape[1]):
            flow[:, i + 1, i] = hop / 2 * a[:, i] * dphi
            flow[:, i + 1, i + 2] = hop / 2 * a[:, i] * dphi
        a = update(a, flow)[0]
    order_errors.append(np.linalg.norm(a - reference))
order_ratio = order_errors[1] / order_errors[2]
assert 1.85 < order_ratio < 2.15

# Receding surface with zero-volume ions against the analytic retention.
marker_volume = np.array([0.0, VOLUME[1]])
yield_fixed, dphi = 2.0, 0.5
recession = yield_fixed * VOLUME[1]
a = clean_target(20.0, 0.2)
recession_rows = []
for step in range(1, 801):
    flow = beam_flow(a, marker_volume, dphi)
    flow[1, 1, 0] = yield_fixed * dphi
    flow[0, 1, 0] = yield_fixed * dphi * a[0, 0] / a[1, 0]
    a = regrid(update(a, flow)[0], marker_volume, 0.2)
    if step in (160, 800):
        z = recession * step * dphi / RANGE_B
        exact = RANGE_B / recession * (2 - (2 + z) * np.exp(-z))
        recession_rows.append((step * dphi, a[0].sum(), exact))
        assert abs(a[0].sum() / exact - 1) < 0.02

# Clean-target cascade averages and a deliberately wrong update.
fresh = clean_target(DEPTH, LAYER)
n_fresh = 1000
flow = cascade_flow(fresh, n_fresh, 1 / n_fresh, np.random.default_rng(7))
middle = (np.arange(fresh.shape[1]) + 0.5) * LAYER
stopped = flow[0, 0, 1:-1]
clean_range = stopped @ middle / stopped.sum()
clean_reflected = flow[0, 0, 0]
clean_yield = flow[1, 1:, 0].sum()
bad, exits, _, clean_moves, _ = update(fresh, flow, empty_sites=False)
bad_balance = (bad.sum() - fresh.sum() - 1
               + sum(v.sum() for v in exits.values()))
assert bad_balance > 0.1

# Monte Carlo fluence-step study at fixed pseudo-ion weight.
step_counts = [2, 8, 32, 64]
runs = [[irradiate(n, 100 * n + s) for s in range(3)] for n in step_counts]
retained = np.array([[r["retained"] for r in row] for row in runs])
mean_retained = retained.mean(axis=1)
run_sd = np.sqrt(retained.var(axis=1, ddof=1).mean())
difference_se = run_sd * np.sqrt(2 / 3)
coarse_gap = mean_retained[0] - mean_retained[-1]
fine_gap = mean_retained[2] - mean_retained[3]
assert coarse_gap > 4 * difference_se
assert abs(fine_gap) < 4 * difference_se
fine = runs[-1]


def average(function):
    return np.mean([function(r) for r in fine])


def ion_fraction(run, top, bottom):
    edges = np.r_[0.0, np.cumsum(VOLUME @ run["content"])]
    amounts = [np.diff(np.interp([top, bottom], edges,
                                 np.r_[0.0, np.cumsum(c)]))[0]
               for c in run["content"]]
    return amounts[0] / sum(amounts)


print(f"Masses ion, target: {MASS[0]:.0f}, {MASS[1]:.0f} u")
print(f"Beam energy {E_BEAM:.0f} eV; A = {STRENGTH} eV nm^2")
print(f"Surface binding {BINDING} eV; displacement {E_DISPLACE} eV")
print(f"Atomic volumes ion, target: {VOLUME[0]}, {VOLUME[1]} nm^3")
print(f"Initial depth {DEPTH} nm; layer thickness {LAYER} nm")
print(f"Fluence {FLUENCE:.0f} ions/nm^2 = {FLUENCE*1e14:.2e} ions/cm^2")
print(f"Pseudo-ions per run {HISTORIES}; weight "
      f"{FLUENCE/HISTORIES:.3f} ions/nm^2; runs per step size 3")
print(f"Angle test: E_c {e_rel:.0f} eV, p {p_test} nm")
print(f"Angle from orbit, formula: {angle_orbit:.5f}, "
      f"{angle_formula:.5f} rad")
print(f"Largest momentum error {momentum_error:.1e} sqrt(u eV)")
print(f"Order test: fluence {phi_order:.0f} ions/nm^2, hop {hop} nm^2")
for n_steps, error in zip(order_steps, order_errors):
    print(f"  step {phi_order/n_steps:.2f} ions/nm^2: "
          f"error norm {error:.5f} atoms/nm^2")
print(f"Error ratio for last halving {order_ratio:.3f}")
print(f"Recession test: yield {yield_fixed}, mean range {2*RANGE_B} nm, "
      f"step {dphi} ions/nm^2")
for phi, numeric, exact in recession_rows:
    print(f"  fluence {phi:.0f}: retained {numeric:.3f}, "
          f"formula {exact:.3f} ions/nm^2")
print(f"Clean target: mean ion depth {clean_range:.2f} nm")
print(f"Clean target: reflected fraction {clean_reflected:.3f}")
print(f"Clean target: sputter yield {clean_yield:.2f} atoms/ion")
print(f"Clean target: layer-changing moves {clean_moves:.2f} per ion")
print(f"False atoms if sites stay filled {bad_balance:.2f} per ion")
print("Step study (fluence step and retained ions in ions/nm^2):")
for n_steps, row, value in zip(step_counts, runs, mean_retained):
    load = max(r["load"] for r in row)
    withheld = np.mean([r["withheld"] for r in row])
    print(f"  step {FLUENCE/n_steps:.1f}: retained {value:.2f}, "
          f"max load {load:.2f}, withheld {100*withheld:.2f} %")
print(f"Single-run standard deviation {run_sd:.2f} ions/nm^2")
print(f"Standard error of a difference {difference_se:.2f} ions/nm^2")
print(f"Coarsest minus finest {coarse_gap:.2f} ions/nm^2")
print(f"Second finest minus finest {fine_gap:.2f} ions/nm^2")
print("Finest step, mean of three runs:")
print(f"  reflected ions "
      f"{average(lambda r: r['sums']['reflected'][0]):.2f} ions/nm^2")
print(f"  sputtered ions "
      f"{average(lambda r: r['sums']['sputtered'][0]):.2f} ions/nm^2")
print(f"  sputtered target "
      f"{average(lambda r: r['sums']['sputtered'][1]):.2f} atoms/nm^2")
print(f"  lost through back "
      f"{average(lambda r: r['sums']['through'].sum()):.2f} atoms/nm^2")
print(f"  target yield "
      f"{average(lambda r: r['sums']['sputtered'][1])/FLUENCE:.3f} atoms/ion")
print(f"  thickness change {average(lambda r: r['shift']):.3f} nm")
print(f"  ions emitted per incident ion, last quarter "
      f"{average(lambda r: r['emitted'][-16:].sum())/(FLUENCE/4):.3f}")
for top, bottom in ((0, 1), (1, 2), (2, 4), (4, 6), (6, 8)):
    value = average(lambda r: ion_fraction(r, top, bottom))
    print(f"  ion atomic fraction {top}-{bottom} nm: {value:.4f}")
largest = max(r["error"] for row in runs for r in row)
print(f"Largest atom-balance error {largest:.1e} atoms/nm^2")
print("verified")
```

It prints:

```
Masses ion, target: 30, 60 u
Beam energy 500 eV; A = 0.5 eV nm^2
Surface binding 4.0 eV; displacement 20.0 eV
Atomic volumes ion, target: 0.02, 0.0125 nm^3
Initial depth 20.0 nm; layer thickness 0.5 nm
Fluence 160 ions/nm^2 = 1.60e+16 ions/cm^2
Pseudo-ions per run 1600; weight 0.100 ions/nm^2; runs per step size 3
Angle test: E_c 100 eV, p 0.05 nm
Angle from orbit, formula: 1.32779, 1.32779 rad
Largest momentum error 5.7e-14 sqrt(u eV)
Order test: fluence 40 ions/nm^2, hop 0.02 nm^2
  step 2.00 ions/nm^2: error norm 0.18915 atoms/nm^2
  step 1.00 ions/nm^2: error norm 0.09370 atoms/nm^2
  step 0.50 ions/nm^2: error norm 0.04663 atoms/nm^2
Error ratio for last halving 2.009
Recession test: yield 2.0, mean range 2.0 nm, step 0.5 ions/nm^2
  fluence 80: retained 58.054, formula 58.346 ions/nm^2
  fluence 400: retained 79.759, formula 79.978 ions/nm^2
Clean target: mean ion depth 2.33 nm
Clean target: reflected fraction 0.048
Clean target: sputter yield 1.29 atoms/ion
Clean target: layer-changing moves 8.32 per ion
False atoms if sites stay filled 8.32 per ion
Step study (fluence step and retained ions in ions/nm^2):
  step 80.0: retained 147.61, max load 5.30, withheld 46.06 %
  step 20.0: retained 127.10, max load 1.37, withheld 0.59 %
  step 5.0: retained 128.60, max load 0.40, withheld 0.00 %
  step 2.5: retained 127.30, max load 0.27, withheld 0.00 %
Single-run standard deviation 2.36 ions/nm^2
Standard error of a difference 1.92 ions/nm^2
Coarsest minus finest 20.31 ions/nm^2
Second finest minus finest 1.30 ions/nm^2
Finest step, mean of three runs:
  reflected ions 7.43 ions/nm^2
  sputtered ions 25.27 ions/nm^2
  sputtered target 137.20 atoms/nm^2
  lost through back 0.00 atoms/nm^2
  target yield 0.858 atoms/ion
  thickness change 0.831 nm
  ions emitted per incident ion, last quarter 0.291
  ion atomic fraction 0-1 nm: 0.3452
  ion atomic fraction 1-2 nm: 0.3710
  ion atomic fraction 2-4 nm: 0.3707
  ion atomic fraction 4-6 nm: 0.1848
  ion atomic fraction 6-8 nm: 0.0307
Largest atom-balance error 2.0e-13 atoms/nm^2
verified
```
